# Tip Deflection of Uniform and Knife-Edge Lines under Uniform Pressure, part 1

(Sections cited here and not found follow in the second part.)

## 1. Beam theory of the two lines

### Definitions and conventions

A long straight line stands on a substrate. Its height is $H$, its base is clamped and its top is free. The coordinate $z$ runs up from the base, and $s=H-z$ is the distance down from the tip. The dimensionless distance from the tip is $x=s/H$, so $x=1$ at the base and $x=0$ at the tip. The thickness at distance $s$ is $t(s)$, and the base thickness is $t_0$. The cross-section is symmetric about a midplane that is straight before loading.

A net pressure $p$, the same at all heights, acts sideways on the line. The deflection $w(z)$ of the midplane is positive in the direction of this load. Forces, moments and stiffnesses are per unit length of line, so a moment has the dimension of a force and a bending stiffness that of force times length.

Two shapes are compared:

- the uniform line, $t=t_0$ at every height;
- the knife-edge line, $t=t_0x$, whose thickness falls linearly to zero at the tip.

The height, base thickness, pressure and elastic modulus are held fixed in this comparison. The claim is that the tip of the knife-edge line moves four times as far as the tip of the uniform line.

The equations may be read in atomic units, with lengths in bohr and pressures and moduli in hartree per cubic bohr. Planck's constant does not enter, so they have the same form in any consistent set of units. The numerical example uses nm, MPa and GPa.

The theory assumes linear elasticity, small slopes, and a line much taller than it is thick. Cross-sections stay plane and perpendicular to the bent midplane. These are the Euler-Bernoulli assumptions. Part 2 estimates some of the effects they leave out.

### Bending stiffness

Let $y$ be the distance from the midplane, measured across the line. When the midplane has curvature $\kappa=w''(z)$, a plane section turns relative to its neighbour, and a fibre at $y$ is stretched or compressed by a strain of magnitude $\kappa|y|$. The strain has opposite signs on the two sides of the midplane.

The line is long, so material cannot contract or expand along its length. This condition, called plane strain, raises the stiffness. For an isotropic solid with Young's modulus $E$ and Poisson's ratio $\nu$, let $\sigma_z$ be the stress along the height and $\sigma_\ell$ the stress along the line. The side faces are nearly free of stress on the scale of $\sigma_z$. Zero strain along the line requires

$$
0=\frac{\sigma_\ell-\nu\sigma_z}{E}
\quad\Rightarrow\quad
\sigma_\ell=\nu\sigma_z .
$$

The strain along the height is then

$$
\varepsilon_z=\frac{\sigma_z-\nu\sigma_\ell}{E}
=\frac{1-\nu^2}{E}\,\sigma_z .
$$

The ratio of stress to strain is the plane-strain modulus $E'=E/(1-\nu^2)$. For a crystal, $E'$ follows from the elastic constants, as shown in Part 2.

The bending moment is the integral of stress times lever arm. Taken with the sign that produces positive curvature, it is

$$
M=\int_{-t/2}^{t/2}E'\kappa y^2\,dy
=E'\kappa\,\frac{2}{3}\left(\frac t2\right)^3
=\frac{E't^3}{12}\,\kappa .
$$

The local bending stiffness and its value at the base are therefore

$$
B(s)=\frac{E't(s)^3}{12},\qquad
B_0=\frac{E't_0^3}{12},\qquad
w''=\frac{M}{B}.
$$

For a tapered line this law is applied section by section. That is justified when the thickness changes slowly with height, which means $t_0/H\ll1$.

### Moment of the pressure

Consider the section at distance $s$ from the tip. The material above it carries the load $p\,ds'$ in each slice at distance $s'$ from the tip. The lever arm of this slice is $s-s'$. Hence

$$
M(s)=\int_0^s p(s-s')\,ds'
=p\left(s^2-\frac{s^2}{2}\right)
=\frac{ps^2}{2}.
$$

The thickness does not appear. Both lines carry the same moment at the same height, and they differ in how strongly they bend under it.

### From curvature to tip deflection

The clamp imposes $w=0$ and $w'=0$ at $z=0$. Integration by parts gives

$$
\int_0^H(H-z)w''\,dz
=\Big[(H-z)w'\Big]_0^H+\int_0^H w'\,dz .
$$

The boundary term vanishes at $z=0$ because $w'=0$ there. At $z=H$ the factor $H-z$ is zero. For the knife edge the slope will turn out to diverge at the tip, but as $\ln(1/s)$, and $s\ln(1/s)$ tends to zero. The boundary term therefore vanishes for both shapes. The last integral is $w(H)-w(0)=w(H)$, so

$$
w_{\rm tip}=\int_0^H s\,w''\,ds
=\int_0^H\frac{sM(s)}{B(s)}\,ds .
$$

In words, a slice that bends through the small angle $w''ds$ swings everything above it and moves the tip by that angle times $s$. Inserting the moment and the stiffness gives a form that suits any slowly varying thickness:

$$
w_{\rm tip}
=\int_0^H s\,\frac{ps^2}{2}\,\frac{12}{E't^3}\,ds
=\frac{6p}{E'}\int_0^H\left[\frac{s}{t(s)}\right]^3ds .
$$

The integrand depends on the ratio of the distance from the tip to the local thickness.

### The factor four

For the uniform line $B=B_0$, and

$$
w_{\rm u}=\frac{p}{2B_0}\int_0^Hs^3\,ds
=\frac{pH^4}{8B_0}
=\frac{3pH^4}{2E't_0^3}.
$$

For the knife-edge line $t=t_0s/H$, so $B=B_0s^3/H^3$. The three powers of $s$ in the stiffness cancel the three powers supplied by the moment and the lever arm:

$$
w_{\rm k}
=\int_0^H s\,\frac{ps^2}{2}\,\frac{H^3}{B_0s^3}\,ds
=\frac{pH^3}{2B_0}\int_0^Hds
=\frac{pH^4}{2B_0}
=\frac{6pH^4}{E't_0^3}.
$$

Division gives

$$
\boxed{\frac{w_{\rm k}}{w_{\rm u}}
=\frac{pH^4/(2B_0)}{pH^4/(8B_0)}=4.}
$$

The pressure, height, base thickness and modulus have cancelled. In the uniform line, the contribution of a slice to the tip deflection grows as $x^3$ towards the base, and the average of $x^3$ over the height is $1/4$. In the knife-edge line every slice contributes as much as the base slice does. This is the origin of the factor.

The surface stress shows the same thing. The largest bending strain in a section is $\kappa t/2$, so the magnitude of the surface stress is

$$
\sigma_{\rm s}=E'\,\frac{M}{B}\,\frac t2
=\frac{6M}{t^2}=\frac{3ps^2}{t^2}.
$$

For the knife edge, $s/t=H/t_0$ at every height, and $\sigma_{\rm s}=3pH^2/t_0^2$ throughout. For the uniform line the stress is $3pH^2x^2/t_0^2$, which reaches the same value at the base and falls to zero at the tip. The linear taper thus increases the deflection without raising the largest bending stress in this model.

### Deflection below the tip

The factor four belongs to the tip. To find the whole profile, the curvature is integrated from the base upwards. Since $dz=-H\,dx$, the slope at $x$ is $H\int_x^1w''\,dx'$. For the knife edge, $w''=pH^2/(2B_0x')$, and

$$
w_{\rm k}'=\frac{pH^3}{2B_0}\int_x^1\frac{dx'}{x'}
=\frac{pH^3}{2B_0}\ln\frac1x .
$$

A second integration uses the antiderivative $x'-x'\ln x'$ of $-\ln x'$:

$$
w_{\rm k}(x)
=\frac{pH^4}{2B_0}\Big[x'-x'\ln x'\Big]_x^1
=\frac{pH^4}{2B_0}(1-x+x\ln x).
$$

For the uniform line, $w''=pH^2x'^2/(2B_0)$. Its slope is $pH^3(1-x^3)/(6B_0)$, and

$$
w_{\rm u}(x)=\frac{pH^4}{6B_0}
\left[(1-x)-\frac{1-x^4}{4}\right]
=\frac{pH^4}{24B_0}(3-4x+x^4).
$$

The ratio at equal height is therefore

$$
Q(x)=\frac{12(1-x+x\ln x)}{3-4x+x^4}.
$$

At the tip, $x\ln x\to0$ and $Q=12/3=4$. Near the base put $x=1-\epsilon$. To second order, $x\ln x=-\epsilon+\epsilon^2/2$, so the bracket in the numerator becomes $\epsilon^2/2$. The denominator becomes $6\epsilon^2$. Hence $Q\to1$: the two lines have the same stiffness and the same moment at the clamp. At one quarter, one half and three quarters of the height, the ratio is 1.30, 1.73 and 2.42.

### A blunt top

A fabricated line has a top of finite thickness. Let this be $bt_0$, with $0<b<1$, and let the thickness still vary linearly: $t=t_0(b+cx)$, where $c=1-b$. The general tip formula, divided by the uniform result, gives

$$
R(b)=4\int_0^1\frac{x^3}{(b+cx)^3}\,dx .
$$

Substitute $u=b+cx$, so that $x=(u-b)/c$ and $dx=du/c$. The limits become $b$ and 1:

$$
R=\frac4{c^4}\int_b^1\frac{(u-b)^3}{u^3}\,du
=\frac4{c^4}\int_b^1
\left(1-\frac{3b}{u}+\frac{3b^2}{u^2}-\frac{b^3}{u^3}\right)du .
$$

The four terms integrate to $1-b$, $3b\ln b$, $3b-3b^2$ and $-(b-b^3)/2$. Their sum gives

$$
R(b)=\frac{4\left[1+\frac32b-3b^2+\frac12b^3+3b\ln b\right]}{(1-b)^4}.
$$

As $b\to0$, $R\to4$, but the leading correction is $12b\ln b$. Its derivative is infinite at $b=0$, so a slightly blunt top has a strong effect. For a base thickness of 20 nm, tops of 1, 2, 4 and 10 nm give ratios of 3.04, 2.62, 2.13 and 1.46.

Near $b=1$ the closed form loses digits, because both bracket and denominator tend to zero. There one expands the integrand for small $c$. Since $b+cx=1-c(1-x)$,

$$
R\simeq4\int_0^1x^3[1+3c(1-x)]\,dx
=1+12c\left(\frac14-\frac15\right)
=1+\frac{3c}{5}.
$$

### Numerical test

The tip values were also obtained without using the moment formula. The height was divided into $N$ equal steps of length $h$, in units where $H=p=B_0=1$. The curvature at each node was written as a second difference of $w$, with a mirror node at the clamp. The discrete elastic energy minus the work of the load was then minimised. With $N=800$, the uniform tip deflection was 0.125.

For the knife edge, the discrete sum omits half of the last slice at the tip. Each full slice contributes $h/2$, so the sum is $\frac12(1-h/2)$. The combination $2w(N=800)-w(N=400)$ removes this error and gave 0.5. The computed ratio was 3.99999, in agreement with 4.

## 2. Limits of the result and a silicon example

### Symbols and results carried over

The line has height $H$, base thickness $t_0$, plane-strain modulus $E'$ and base stiffness $B_0=E't_0^3/12$. The distance from the tip is $s=Hx$. A uniform side pressure $p$ produces the moment $M=ps^2/2$. The tip deflections of the uniform and knife-edge lines are

$$
w_{\rm u}=\frac{pH^4}{8B_0},\qquad
w_{\rm k}=\frac{pH^4}{2B_0},
$$

and for any slowly varying stiffness $w_{\rm tip}=\int_0^H(sM/B)\,ds$. A blunt top has thickness $bt_0$.

### The example

Silicon lines run along $[110]$ on a $(001)$ wafer and dry from an alcohol rinse. They have $H=150$ nm and $t_0=20$ nm, and the space between uniform lines is $S=20$ nm. The surface tension is $\gamma=0.02$ N/m, and the elastic constants are $C_{11}=170$, $C_{12}=64$ and $C_{44}=80$ GPa. These material values are rough. The results below keep extra digits so that the arithmetic can be followed, and these digits do not indicate the accuracy of a prediction.

**Modulus.** Bending stretches the silicon along $[001]$, while strain along the line is zero. Let $\varepsilon_n$ be the strain across the line, along $[1\bar10]$. Referred to the cube axes, it consists of two normal strains $\varepsilon_n/2$ and an engineering shear strain of magnitude $\varepsilon_n$. Its energy density is

$$
\frac{C_{11}+C_{12}}4\,\varepsilon_n^2+\frac{C_{44}}2\,\varepsilon_n^2
=\frac12C_n\varepsilon_n^2,\qquad
C_n=\frac{C_{11}+C_{12}}2+C_{44}.
$$

The same strain produces a stress $C_{12}\varepsilon_n$ along $[001]$. The side faces are free, so $C_n\varepsilon_n+C_{12}\varepsilon_z=0$. Eliminating $\varepsilon_n$ from $\sigma_z=C_{11}\varepsilon_z+C_{12}\varepsilon_n$ gives

$$
E'=C_{11}-\frac{C_{12}^2}{C_n}
=170-\frac{64^2}{197}=149.2\ {\rm GPa}.
$$

A line along $[100]$ would have 145.9 GPa. A narrow pillar, free to contract in both side directions, would have 135 GPa. The orientation of a long line thus matters little here, and a modulus common to both shapes cancels from their ratio.

**Pressure.** One trench is full of liquid and the next is dry. At zero contact angle, the two contact lines support a force $2\gamma$ per unit length, which balances the pressure difference acting over the width $S$. Therefore

$$
p=\frac{2\gamma}{S}
=\frac{2(0.02\ {\rm N/m})}{20\times10^{-9}\ {\rm m}}
=2\ {\rm MPa},
$$

or $1.25\times10^{-5}$ eV/Å$^3$. The liquid is at the lower pressure, so the line is drawn towards the wet trench. This pressure is first applied to both shapes.

Beam theory gives the knife-edge line four times the tip deflection of the uniform line under the same pressure, and the modulus and pressure of the silicon example are now set. What remains is to compute the deflections in that example and to estimate how a yielding base, an oxide skin, the liquid's pull and other departures from the model change the result.
